# Why relativistic pseudopotentials work with a nonrelativistic kinetic operator

**Question.** A heavy-atom calculation with effective core potentials, for instance in quantum Monte Carlo, describes the valence electrons by the kinetic operator $-\tfrac12\nabla^2$. Yet the valence levels of a heavy atom are shifted by relativity. How can a nonrelativistic operator give the shifted levels, and where does the shift of the caesium 6s level come from?

**Answer.** 

## The mechanism

Hartree atomic units are used, with $c=137.036$. Energies exclude the rest energy. An electron of energy $E$ at a place where the potential is $V(r)$ has local kinetic energy $E-V$. Relativity matters there to the extent that this is comparable with $2c^2\approx 3.8\times10^4$ Ha. The measure is

$$M(r)-1=\frac{E-V(r)}{2c^2}.$$

In the outer part of an atom $|E-V|$ for a valence electron is a few tenths of a hartree or less, and $|M-1|$ is about $10^{-5}$ or less. At the distance $1/Z$ from a nucleus of charge $Z=55$, the bare Coulomb attraction gives $Z^2/2c^2\approx0.08$. A 6s electron is rarely there, but when it is, it moves fast.

The outer region learns of this through the boundary condition on the orbital at the edge of the core. If another potential supplies the same boundary condition with a smooth orbital, no fast motion is left to describe. The relativistic effect is then held by the potential, and the nonrelativistic kinetic operator is adequate. To make this quantitative, we need to know where the shift is collected.

## An exact formula for the direct shift

For an s state in a spherical potential, let $P(r)$ and $Q(r)$ be the large and small Dirac radial functions:

$$P'=\frac Pr+\Big(2c+\frac{E-V}{c}\Big)Q,\qquad Q'=-\frac Qr-\frac{E-V}{c}P .$$

These are also the scalar-relativistic equations. The scalar form replaces the Dirac quantum number $\kappa$ in the spin-orbit term by its average over $j=l\pm\tfrac12$, weighted by $2j+1$. With $\kappa=-l-1$ and $\kappa=l$ this average is

$$\frac{-(2l+2)(l+1)+2l\cdot l}{4l+2}=-1,$$

which is the value an s state has already.

The Schrödinger equation can be written in the same form. With energy $\varepsilon$ and radial function $p$, define $q=(p'-p/r)/(2c)$. Then

$$p'=\frac pr+2cq,\qquad q'=-\frac qr-\frac{\varepsilon-V}{c}p .$$

To verify this, insert the definition of $q$:

$$q'+\frac qr=\frac{1}{2c}\Big(p''-\frac{p'}r+\frac p{r^2}+\frac{p'}r-\frac p{r^2}\Big)=\frac{p''}{2c}.$$

The second equation is therefore $-\tfrac12p''+Vp=\varepsilon p$. The two problems differ by the term $(E-V)Q/c$ in $P'$, that is, by $M\neq1$.

Now take the same $V$ in both and differentiate $W=Pq-Qp$:

$$\begin{aligned}
W'&=P'q+Pq'-Q'p-Qp'\\
&=\frac{Pq}r+2cQq+\frac{E-V}cQq-\frac{Pq}r-\frac{\varepsilon-V}cPp\\
&\quad+\frac{Qp}r+\frac{E-V}cPp-\frac{Qp}r-2cQq .
\end{aligned}$$

The $1/r$ terms and the $2c$ terms cancel in pairs, and $V$ drops out of the $Pp$ terms:

$$cW'=(E-V)Qq+(E-\varepsilon)Pp .$$

For bound states $W$ vanishes at infinity. At a point nucleus $P$ and $Q$ behave as $r^\gamma$ with $\gamma=\sqrt{1-Z^2/c^2}>0$, while $p$ and $q$ behave as $r$, so $W$ vanishes at the origin too. Integration gives

$$E-\varepsilon=-\frac{\int_0^\infty(E-V)\,Q\,q\,dr}{\int_0^\infty P\,p\,dr}.$$

No expansion in $1/c$ has been made. Stopping the upper integral at $r$, while keeping the full denominator, defines the accumulated shift $D(r)$.

## What the formula says about location

To leading order in $1/c^2$ we may set $Q\to q$, $P\to p$ and $E\to\varepsilon$ on the right. With $\int p^2dr=1$,

$$E-\varepsilon\approx-\int_0^\infty(\varepsilon-V)q^2\,dr .$$

This is the familiar sum of mass-velocity and Darwin terms. For the normalized s orbital $\psi$, $p'-p/r$ is $r$ times the radial derivative of $p/r$, so the right side, including its minus sign, equals $\frac1{4c^2}\int(V-\varepsilon)|\nabla\psi|^2d^3r$. Use $|\nabla\psi|^2=\tfrac12\nabla^2\psi^2-\psi\nabla^2\psi$, move the Laplacian of the first term onto $V$, and put $\nabla^2\psi=2(V-\varepsilon)\psi$ in the second:

$$\frac1{4c^2}\Big[\tfrac12\langle\nabla^2V\rangle-2\langle(V-\varepsilon)^2\rangle\Big]=\frac{\langle\nabla^2V\rangle}{8c^2}-\frac{\langle \hat p^4\rangle}{8c^2},$$

because $\langle\hat p^4\rangle=\int(\nabla^2\psi)^2d^3r=4\langle(V-\varepsilon)^2\rangle$.

The hydrogenic 1s state is a limiting case. There $q=-Zp/(2c)$, $\varepsilon=-Z^2/2$ and $\langle1/r\rangle=Z$, so the shift is $-(Z^2/4c^2)(-Z^2/2+Z^2)=-Z^4/8c^2$. This is the second term in the expansion of the Dirac energy $c^2(\sqrt{1-Z^2/c^2}-1)$.

The formula also shows how a tiny probability can produce a sizeable shift. Close to the nucleus $p\approx ar(1-Zr)$, hence $q\approx-aZr/(2c)$, and $\varepsilon-V\approx Z/r$. Up to a small radius $r$,

$$D(r)\approx-\int_0^r\frac Z{s}\,\frac{a^2Z^2s^2}{4c^2}\,ds=-\frac{a^2Z^3r^2}{8c^2},\qquad
\int_0^rp^2ds\approx\frac{a^2r^3}3 .$$

The magnitude of the shift per unit of probability is $3Z^3/(8c^2r)$. For $Z=55$ and $r=0.01$ bohr this is about 330 Ha, so a probability of $10^{-5}$ suffices for a shift of a few millihartree.

## The indirect shift

Relativity also changes the core density, and with it the potential felt by the valence electron. Let $V_R$ and $V_N$ be the potentials of the relativistic and nonrelativistic cores, with nonrelativistic valence solutions $(\varepsilon_1,p_1,q_1)$ and $(\varepsilon_2,p_2,q_2)$. The same differentiation, now with no $(E-V)Q/c$ term, gives

$$c\,(p_1q_2-q_1p_2)'=\big[(\varepsilon_1-V_R)-(\varepsilon_2-V_N)\big]p_1p_2 ,$$

and integration gives

$$\varepsilon_1-\varepsilon_2=\frac{\int_0^\infty(V_R-V_N)\,p_1p_2\,dr}{\int_0^\infty p_1p_2\,dr}.$$

With $E$ the Dirac energy in $V_R$, the total shift is $E-\varepsilon_2=(E-\varepsilon_1)+(\varepsilon_1-\varepsilon_2)$, direct plus indirect. The indirect part extends wherever the core density does. The statement that valence shifts originate near the nucleus thus applies to the direct part. The indirect part needs no relativistic kinetic operator for the valence electron at all, since it is a change of potential.

## Moving the shift into a potential

Eliminate $Q=(P'-P/r)/(2cM)$ from the Dirac pair. The second equation becomes

$$-\frac{P''}{2M}+\frac{M'}{2M^2}\Big(P'-\frac Pr\Big)+VP=EP .$$

Outside a radius $r_c$ where $M-1$ and $M'$ are negligible, this is the Schrödinger equation with the relativistic energy $E$. The interior then acts on the exterior through the ratio $cQ/P$ at $r_c$.

A useful potential must also give nearly the right ratio at neighbouring energies. For two Dirac solutions regular at the origin, in the same $V$,

$$c\,(P_1Q_2-Q_1P_2)'=(E_1-E_2)(P_1P_2+Q_1Q_2),$$

by the same cancellations as before. Integrate to $r_c$, divide by $E_2-E_1$ and let the energies merge. Since $P\,\partial_EQ-Q\,\partial_EP=P^2\,\partial_E(Q/P)$,

$$-P^2\frac{\partial}{\partial E}\Big(\frac{cQ}P\Big)\Big|_{r_c}=\int_0^{r_c}(P^2+Q^2)\,dr .$$

For a Schrödinger solution the $2cq_1q_2$ terms cancel, and the right side is $\int_0^{r_c}p^2dr$. A pseudo-orbital with the same amplitude, slope and inner norm as the Dirac orbital therefore reproduces both the boundary condition and its first energy derivative, up to terms of order $M-1$ at $r_c$.

Take the nodeless form $p_{ps}=r\,e^{f(r)}$ inside $r_c$, with $x=r/r_c$ and

$$f=a_0+a_1x^2+a_2x^4+t(1-x^2)^3 .$$

The last term has zero value, slope and curvature at $x=1$. So $a_0,a_1,a_2$ fix the amplitude, the slope and the continuity of the potential, and $t$ fixes the norm. From $p_{ps}'=e^f(1+rf')$ and $p_{ps}''=e^f(2f'+rf''+rf'^2)$, inversion of the Schrödinger equation gives

$$V_{ps}=E+\frac{p_{ps}''}{2p_{ps}}=E+\frac12\Big(f''+f'^2+\frac{2f'}r\Big)\quad(r<r_c),$$

and $V_{ps}=V$ outside. The relativistic energy and boundary condition enter $V_{ps}$; the operator that acts with it is nonrelativistic by construction.

## Caesium 6s

The model is one valence electron in the frozen field of a Cs$^+$ core with a point nucleus. The core is self-consistent, with the local exchange potential $-(3n/\pi)^{1/3}$, where $n$ is the core density; this potential also acts on the valence electron. Correlation, core polarization, the Breit interaction and radiative effects are left out. The model binds the 6s electron by 0.185 Ha, against a measured ionization energy of roughly 0.14 Ha, so the shifts below are properties of the model and not predictions for the atom. If the exchange potential acting on the valence electron is scaled by 0.6, which brings the binding to 0.143 Ha, the total shift found below shrinks from $-8.7$ to $-5.8$ mHa, while the radii within which the direct part is collected hardly change.

Three separate 6s calculations give

- Dirac, relativistic core: $E=-0.18503$ Ha;
- nonrelativistic, relativistic core: $\varepsilon_1=-0.16967$ Ha;
- nonrelativistic, nonrelativistic core: $\varepsilon_2=-0.17630$ Ha.

The direct shift is $-0.18503+0.16967=-0.01536$ Ha, and the indirect shift is $-0.16967+0.17630=+0.00663$ Ha. Their sum is

$$E-\varepsilon_2=-8.73\ \text{mHa}=-0.237\ \text{eV},$$

about 5% of the nonrelativistic binding energy. The two integral formulas reproduce the direct and indirect differences, as the numerical check tests. The leading-order expression gives $-13.67$ mHa for the direct part, 11% smaller in magnitude than the full $-15.36$ mHa.

The table shows the accumulation of the direct shift; its energies are taken at the grid points nearest to the radii listed and are uncertain by about 0.01 mHa. The last column answers a different question: the level is solved again with the true $M$ inside $r$ and $M=1$ outside, and its shift from $\varepsilon_1$ is recorded.

| $r$ (bohr) | $M-1$ | 6s probability inside $r$ | $D(r)$ (mHa) | relativity only inside $r$ (mHa) |
|---|---|---|---|---|
| 0.003 | 0.48 | $6.5\times10^{-7}$ | −0.61 | −0.48 |
| 0.01 | 0.14 | $1.1\times10^{-5}$ | −4.15 | −3.80 |
| 0.03 | 0.042 | $3.7\times10^{-5}$ | −12.25 | −12.22 |
| 0.1 | 0.0095 | $2.6\times10^{-4}$ | −14.40 | −14.35 |
| 0.3 | 0.0018 | $1.4\times10^{-3}$ | −15.20 | −15.19 |
| 1.0 | $1.6\times10^{-4}$ | $8.8\times10^{-3}$ | −15.36 | −15.36 |
| 3.0 | $1.1\times10^{-5}$ | 0.098 | −15.36 | −15.36 |

Half of the direct shift is collected within 0.017 bohr, close to $1/Z=0.018$ bohr, and all but 1% within 0.31 bohr. At 0.01 bohr the shift per unit of probability is $4.15\times10^{-3}/1.06\times10^{-5}\approx390$ Ha. The estimate above gave 330 Ha; it keeps only the leading power of $Zr$, which is 0.55 here, and the leading order in $1/c^2$, with $M-1=0.14$ here, so no more than agreement in size can be expected.

The last column matters because an accumulated integral is one way of dividing an energy over space, and other divisions are possible. Switching relativity on in part of space changes the level itself. The two columns need not coincide, since $D(r)$ uses the fully relativistic orbital and the switched calculation has its own. They differ by at most 0.36 mHa in the table, and both place the origin of the direct shift in the same region. In the reverse experiment, with relativity acting only outside 1 bohr, the level moves by $-0.006$ mHa.

The indirect shift behaves differently. Of its 6.63 mHa, 1.00 mHa is collected inside 0.1 bohr, 3.30 mHa inside 1 bohr and 5.50 mHa inside 3 bohr. Its positive sign means that the relativistic core attracts the 6s electron less on average. Half of it is collected beyond 1 bohr. The calculation does not separate it by shell or into electrostatic and exchange parts.

## The pseudopotential at work

Take $r_c=5$ bohr, outside the outermost 6s node at 2.1 bohr. The pseudopotential built from the Dirac 6s orbital is finite and continuous everywhere, with the value 0.10 Ha at the origin. Its slope is not matched at $r_c$, so it has a kink there; this does no harm, since the construction needs only that $M-1$ be small at and beyond $r_c$. At the origin $|E-V_{ps}|=0.185+0.101=0.286$ Ha, so $|M-1|=0.286/(2c^2)=7.6\times10^{-6}$, which is the largest value anywhere in this potential. In the all-electron potential $M-1$ was 0.48 at 0.003 bohr.

With $-\tfrac12\nabla^2$, this potential gives the Dirac 6s energy to within 0.1 microhartree. That agreement is largely built in. The informative result comes from solving the Dirac equation in $V_{ps}$: the level moves by about $-0.02$ microhartree, roughly a million times less than the direct shift of $-15.36$ mHa. That particular ratio involves a cancellation: $E-V_{ps}$ is negative at the origin, while its average, the kinetic energy $T=2c^2\int q^2dr$, is positive, so the integrand of the shift has both signs. A bound free of cancellation follows from the leading-order formula: the magnitude of the shift is at most $\max|E-V_{ps}|\,T/(2c^2)$, and $T\le\max|E-V_{ps}|=0.286$ Ha, which gives $0.286^2/(2c^2)\approx2.2$ microhartree, still about 7000 times less than the direct shift. Relativistic kinetics thus contributes negligibly for this pseudo-orbital. That shows the orbital to be slow, but it is not the condition of validity: $V_{ps}$ was obtained by inverting the Schrödinger equation, so $-\tfrac12\nabla^2$ is the operator that belongs to it whatever its depth inside $r_c$.

The 7s level, which was not used in the construction, tests whether the potential carries the shift to another energy. A second pseudopotential was built in the same way from the nonrelativistic 6s orbital in the nonrelativistic core. The 7s relativistic shifts are

- all-electron: $-0.06510+0.06344$ Ha, or $-1.66$ mHa;
- difference of the two pseudopotentials: $-0.06559+0.06381$ Ha, or $-1.78$ mHa.

The absolute 7s energies move by about $-0.02$ mHa with a more complete description of the tail of the core density; the differences do not change. With $r_c=5$ bohr the potentials thus transfer the shift with an error of 7% of its value. This figure depends on $r_c$: the same construction gives $-2\%$ at 3.5 bohr and $-31\%$ at 3.0 bohr, closer to the outermost node. The numbers that follow are for $r_c=5$ bohr. The absolute 7s energies are less accurate: the relativistic pseudopotential puts the level 0.50 mHa too low, which is 30% of the shift. The nonrelativistic pseudopotential, where no relativity is involved, is also too low, by $0.06381-0.06344=0.00037$ Ha, or about 0.4 mHa. An error of this size therefore arises from pseudization even where relativity plays no part. Norm conservation fixes the boundary condition to first order in energy, and 7s lies 0.12 Ha above the energy of construction.

## When the argument fails

The kinetic operator $-\tfrac12\nabla^2$ suffices with a pseudopotential inverted from the Schrödinger equation at a radius beyond which $M-1$ is negligible. In the all-electron potential of the relativistic core it misses the whole direct shift, here 15.4 mHa.

The energy range is limited, as the 7s result shows. The potential is also specific to its angular momentum. It was fitted to the s boundary condition at $r_c$ only, and nothing in the construction makes it reproduce the all-electron boundary conditions of p or d states, so an effective core potential for a many-electron calculation in general needs a separate radial part for each. For $l>0$ the scalar form omits spin-orbit splitting, which must be added as a further potential if it matters.

Finally, the frozen core carries the indirect shift of the ion for which it was made. If shells that respond strongly to the chemical environment are placed in the core, their response is lost, and restoring a relativistic kinetic operator for the valence electrons would not bring it back. The remedy is to treat those shells explicitly. Their potentials need a smaller $r_c$ and are much deeper, and the error at the energy of construction is then set by the relativity neglected at and beyond $r_c$. For the 5s level of the model, $-\tfrac12\nabla^2$ reproduces the Dirac energy to 0.015 mHa with $r_c=1.2$ bohr, where $\max|E-V_{ps}|$ is 6 Ha, and to 0.06 mHa with $r_c=1.0$ bohr, where it is 48 Ha. Solving the Dirac equation in the latter potential does not repair this: the error becomes $-0.18$ mHa, because the potential was built for the nonrelativistic operator.

## Values computed for the example and the checks

```
Cs 6s electron in the field of a Cs+ core, local exchange
speed of light c = 137.0360 a.u.
hydrogenic 1s, Z=55: closed Dirac formula -1578.8736 Ha
hydrogenic 1s, Z=55: Gaussian basis       -1578.8628 Ha
core 5s, Gaussian basis     -1.128717 Ha
core 5s, radial integration -1.128729 Ha
6s Dirac, relativistic core            -0.1850288 Ha
6s nonrelativistic, relativistic core  -0.1696678 Ha
6s nonrelativistic, nonrelativ. core   -0.1763024 Ha
direct shift, eigenvalues   -15.36099 mHa
direct shift, integral      -15.36099 mHa
direct shift, first order   -13.66513 mHa
indirect shift, eigenvalues 6.63457 mHa
indirect shift, integral    6.63457 mHa
total shift -8.72642 mHa = -0.23746 eV
outermost 6s node at r = 2.095 bohr
direct: rest below 50% of it beyond r = 0.0166 bohr
direct: rest below 10% of it beyond r = 0.0437 bohr
direct: rest below 1% of it beyond r = 0.3056 bohr
indirect: rest below 1% of direct beyond r = 4.828 bohr
columns: r (bohr); (E-V)/2c^2; 6s probability inside r;
  D(r) (mHa); indirect up to r (mHa); shift, relativity only inside r (mHa)
0.0030 4.81e-01 6.53e-07 -0.6109 0.0042 -0.4832
0.0100 1.39e-01 1.06e-05 -4.1544 0.0908 -3.7989
0.0300 4.19e-02 3.66e-05 -12.2479 0.3202 -12.2227
0.1002 9.50e-03 2.63e-04 -14.3951 0.9987 -14.3450
0.2995 1.80e-03 1.44e-03 -15.1973 2.0159 -15.1906
0.9994 1.62e-04 8.80e-03 -15.3555 3.3042 -15.3552
3.0025 1.08e-05 9.80e-02 -15.3610 5.5063 -15.3609
shift, relativity only outside 1 bohr: -0.00557 mHa
pseudopotential radius 5.0 bohr, 6s norm inside 0.58127
pseudopotential at the origin 0.1013 Ha
largest |E-V|/2c^2 in the pseudopotential 7.62e-06
6s, pseudopotential, nonrelativistic kinetic -0.1850289 Ha
  its error against Dirac -0.085 microHa
  change if Dirac kinetics is used there -0.016 microHa
  ratio |direct shift / that change| 986326
7s Dirac -0.0650962 Ha; nonrelativistic -0.0634353 Ha
7s pseudo: relativistic -0.0655929 Ha; nonrelativ. -0.0638123 Ha
7s relativistic shift, all-electron     -1.66094 mHa
7s relativistic shift, pseudopotentials -1.78055 mHa
7s pseudization error, relativistic -0.49669 mHa
```
